# Early Failures of Two-Stage Gate-Stack Breakdown: Added Slopes and Gamma Prefactor, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The early-failure law and its error

### Two equal exponential stages

Suppose that a gate stack fails in two stages. A breakdown spot first appears, after an onset time $T_1$. The leakage through the spot then grows until the circuit no longer works, which takes a further time $T_2$. Let the two times be independent, and let both be exponential with the same scale $\eta$, so that each has probability density $e^{-s/\eta}/\eta$. The final failure time is $T=T_1+T_2$.

If onset occurs at time $s$, failure by time $t$ requires the growth to finish within $t-s$, which has probability $1-e^{-(t-s)/\eta}$. Summing over all onset times gives

$$F(t)=\int_0^t \frac{e^{-s/\eta}}{\eta}\left[1-e^{-(t-s)/\eta}\right]ds .$$

The first term in the bracket integrates to $1-e^{-t/\eta}$. In the second term the exponentials combine to $e^{-t/\eta}$, which does not depend on $s$, so the integral is $(t/\eta)e^{-t/\eta}$. With $x=t/\eta$,

$$F=1-(1+x)e^{-x}=\frac{x^2}{2}-\frac{x^3}{3}+\dots$$

The expansion follows from $e^{-x}=1-x+x^2/2-x^3/6+\dots$: in $(1+x)e^{-x}$ the linear terms cancel, the quadratic coefficient is $\tfrac12-1=-\tfrac12$, and the cubic one is $-\tfrac16+\tfrac12=\tfrac13$.

Each stage alone has an early failure probability proportional to $t$. Their sum has one proportional to $t^2$, because an early failure needs two short times. The factor $\tfrac12$ has a geometric meaning. Near the origin the joint density of $(T_1,T_2)$ is nearly constant, equal to $1/\eta^2$. The condition $T_1+T_2\le t$ selects a triangle of area $t^2/2$, whereas requiring each time separately to be below $t$ would select the whole square of area $t^2$. The general law has the same structure: the powers add, and a numerical factor accounts for the two stages having to share the available time.

### The model and its conventions

For general Weibull stages, define for $i=1,2$

$$H_i(t)=\left(\frac{t}{\eta_i}\right)^{\beta_i},\qquad F_i(t)=P(T_i\le t)=1-e^{-H_i(t)},\qquad t\ge 0,$$

with $\beta_i>0$ and $\eta_i>0$. The function $H_i$ is the cumulative hazard. The scale $\eta_i$ is the time at which $H_i=1$, hence $F_i=1-e^{-1}$, about 63.2%. The parameter $\beta_i$ is called the Weibull slope because

$$\ln[-\ln(1-F_i)]=\ln H_i=\beta_i\ln t-\beta_i\ln\eta_i$$

is a straight line of slope $\beta_i$ against $\ln t$. Write

$$B=\beta_1+\beta_2,\qquad h_1(t)=\frac{dH_1}{dt}=\frac{\beta_1}{t}H_1(t).$$

Three assumptions enter. The two times are independent. Voltage and temperature are held constant, so that the four parameters are constants. The growth clock starts at onset, and growth has no minimum duration. At first a single spot is followed, the first one to appear; Part 2 admits several.

The early region is the one in which $H_1(t)$ and $H_2(t)$ are both small. A small value of $F(t)$ alone does not guarantee this. If growth is much faster than onset, $F$ can be small because $H_1$ is small, even though $H_2$ is large.

### Reducing the convolution

Differentiating $F_1$ gives the onset density $f_1=h_1e^{-H_1}$. Conditioning on the onset time, as in the special case, gives

$$F(t)=\int_0^t h_1(s)\,e^{-H_1(s)}\left[1-e^{-H_2(t-s)}\right]ds. \tag{1}$$

Independence is used here: the growth probability in the bracket is the same whatever the onset time was.

Within the integral both $s$ and $t-s$ lie between 0 and $t$. If $H_1(t)$ and $H_2(t)$ are small, then $e^{-H_1(s)}$ is close to 1 and the bracket is close to $H_2(t-s)$. Making both replacements defines the leading expression

$$L(t)=\int_0^t h_1(s)H_2(t-s)\,ds .$$

Substitute $s=tu$, $ds=t\,du$. Then $h_1(tu)=\beta_1 t^{\beta_1-1}u^{\beta_1-1}/\eta_1^{\beta_1}$ and $H_2(t-tu)=t^{\beta_2}(1-u)^{\beta_2}/\eta_2^{\beta_2}$. The powers of $t$ are $\beta_1-1$, $\beta_2$ and 1, which total $B$. Therefore

$$L(t)=J(\beta_1,\beta_2)\,H_1(t)H_2(t),\qquad J(a,b)=a\int_0^1u^{a-1}(1-u)^b\,du. \tag{2}$$

The slopes have now added, before the constant is known. What remains is a pure number.

### The gamma-function factor

The gamma function is $\Gamma(z)=\int_0^\infty x^{z-1}e^{-x}dx$ for $z>0$. For $a>0$ and $b>-1$, multiply two of them:

$$\Gamma(a)\Gamma(b+1)=\int_0^\infty\!\!\int_0^\infty x^{a-1}y^{b}e^{-x-y}\,dx\,dy .$$

Change variables to the total $r=x+y$ and the fraction $u=x/r$, so that $x=ru$ and $y=r(1-u)$, with $0<r<\infty$ and $0<u<1$. The Jacobian determinant is

$$\frac{\partial x}{\partial r}\frac{\partial y}{\partial u}-\frac{\partial x}{\partial u}\frac{\partial y}{\partial r}=u(-r)-r(1-u)=-r,$$

so $dx\,dy=r\,dr\,du$. The powers of $r$ are $a-1$, $b$ and 1, which total $a+b$, and the double integral separates:

$$\Gamma(a)\Gamma(b+1)=\int_0^\infty r^{a+b}e^{-r}dr\int_0^1u^{a-1}(1-u)^bdu
=\Gamma(a+b+1)\int_0^1u^{a-1}(1-u)^bdu .$$

Integration by parts gives $a\Gamma(a)=\Gamma(a+1)$. Multiplying by $a$ and dividing by $\Gamma(a+b+1)$ yields

$$J(a,b)=\frac{\Gamma(a+1)\Gamma(b+1)}{\Gamma(a+b+1)} . \tag{3}$$

The early-failure law is therefore

$$F(t)\simeq L(t)=C\left(\frac{t}{\eta_1}\right)^{\beta_1}\left(\frac{t}{\eta_2}\right)^{\beta_2},\qquad
C=\frac{\Gamma(\beta_1+1)\Gamma(\beta_2+1)}{\Gamma(\beta_1+\beta_2+1)} . \tag{4}$$

For $\beta_1=\beta_2=1$ the factor is $1\cdot1/2=\tfrac12$, as in the special case. The law is symmetric in the two stages even though onset comes first, because a sum does not depend on the order of its terms.

Equation (2) also shows that $C<1$. The function $\beta_1u^{\beta_1-1}$ is a normalized density on $0<u<1$, and $C$ is the average of $(1-u)^{\beta_2}$ over it. That average is below 1 and decreases as $\beta_2$ rises at fixed $\beta_1$. By symmetry it also decreases as $\beta_1$ rises at fixed $\beta_2$. Leaving out $C$ would count cases in which each stage is shorter than $t$ but their sum is not.

### How an early failure divides its time

Among failures that occur at an early time $t$, the onset fraction $u=T_1/t$ has a density proportional to the product of the two stage densities at $tu$ and $t(1-u)$. To leading order this is $u^{\beta_1-1}(1-u)^{\beta_2-1}$. The integral found above, used once with $a=\beta_1+1$, $b=\beta_2-1$ and once with $a=\beta_1$, $b=\beta_2-1$, gives the mean fraction

$$\langle u\rangle=\frac{\Gamma(\beta_1+1)\Gamma(\beta_2)}{\Gamma(B+1)}\cdot\frac{\Gamma(B)}{\Gamma(\beta_1)\Gamma(\beta_2)}=\frac{\beta_1}{B} .$$

The scales have dropped out. Even if onset normally takes far longer than growth, the earliest failures divide their time in a proportion set by the slopes. They are cases in which both stages happened to be short, and not typical growth following an unusually early onset.

### Bounds that hold at every time

The replacement of (1) by $L$ can be controlled without assuming that $t$ is small. For the upper bound, use $e^{-H_1}\le1$ and $1-e^{-x}\le x$ under the integral. Both act in the same direction, so $F(t)\le L(t)$.

For the lower bound, define

$$g(x)=\frac{1-e^{-x}}{x}=\int_0^1e^{-xv}\,dv,\qquad g(0)=1 .$$

The integral form shows that $g$ decreases with $x$. Since $H_1(s)\le H_1(t)$ and $H_2(t-s)\le H_2(t)$,

$$e^{-H_1(s)}\ge e^{-H_1(t)},\qquad 1-e^{-H_2(t-s)}=H_2(t-s)\,g(H_2(t-s))\ge H_2(t-s)\,g(H_2(t)).$$

The factors evaluated at $t$ leave the integral, and the rest is $L$. Hence

$$e^{-H_1(t)}g(H_2(t))\le\frac{F(t)}{L(t)}\le1 . \tag{5}$$

Both ends tend to 1 as $t\to0$, which proves (4). A simpler form follows from $e^{-x}\ge1-x$, which under the integral for $g$ also gives $g(x)\ge1-x/2$:

$$1-\frac{F}{L}\le H_1+\frac{H_2}{2}. \tag{6}$$

Indeed, if $H_1+H_2/2<1$, both $1-H_1$ and $1-H_2/2$ are positive, and their product exceeds $1-H_1-H_2/2$ by $H_1H_2/2$. If the sum is 1 or more, (6) holds because $F>0$. An implementer can thus limit the overestimate, relative to $L$, before doing any integral.

### Corrections and the full series

Expanding the exponential in each distribution gives

$$F_i(t)=\sum_{m=1}^{\infty}\frac{(-1)^{m+1}}{m!}\left(\frac{t}{\eta_i}\right)^{m\beta_i}.$$

Take term $m$ of the onset distribution, differentiate it to obtain its part of the density, and convolve it with term $n$ of the growth distribution. The integral is the one in (2), with $\beta_1$ replaced by $m\beta_1$ and $\beta_2$ by $n\beta_2$. The signs combine as $(-1)^{m+1}(-1)^{n+1}=(-1)^{m+n}$, so

$$F(t)=\sum_{m=1}^{\infty}\sum_{n=1}^{\infty}\frac{(-1)^{m+n}}{m!\,n!}\,J(m\beta_1,n\beta_2)\,H_1^mH_2^n . \tag{7}$$

Because $0<J<1$, the sum of absolute values is below $(e^{H_1}-1)(e^{H_2}-1)$. The series therefore converges for every finite $t$, and the same bound justifies integrating term by term.

The term $m=n=1$ is $L$. Dividing the terms $(2,1)$ and $(1,2)$ by it gives the first corrections,

$$\frac{F}{L}=1-c_1H_1-c_2H_2+\dots,\qquad
c_1=\frac{\Gamma(2\beta_1+1)\Gamma(B+1)}{2\,\Gamma(\beta_1+1)\Gamma(2\beta_1+\beta_2+1)}, \tag{8}$$

and $c_2$ is the same expression with the indices 1 and 2 exchanged. The factor $\tfrac12$ is the $1/2!$ of the second term of the exponential. For two equal exponential stages $c_1=c_2=\tfrac13$, so $F/L=1-2x/3$, which agrees with the expansion of the special case.

### Lifetime at a given failure fraction

Let $t_q$ be the time at which a fraction $q$ has failed. Setting $L=q$ and collecting the powers of $t$ gives the estimate

$$t_L=\eta_{\rm eff}\,q^{1/B},\qquad \eta_{\rm eff}=\left(\frac{\eta_1^{\beta_1}\eta_2^{\beta_2}}{C}\right)^{1/B}. \tag{9}$$

Since $F\le L$, at most a fraction $q$ has failed by $t_L$, so $t_q\ge t_L$. Within the model the estimate errs on the short side. If $\delta=1-F/L$ is small at $t_q$, then $q=(t_q/\eta_{\rm eff})^B(1-\delta)$, and therefore

$$t_q=t_L(1-\delta)^{-1/B}\simeq t_L\left(1+\frac{\delta}{B}\right). \tag{10}$$

The scale $\eta_{\rm eff}$ belongs to the extrapolated early tail. It is not the time by which 63.2% have failed, because the tail law no longer holds there.

## Part 2. Use of the law, its limits and a gate-stack example

### Symbols and results carried over

The failure time is $T=T_1+T_2$, onset plus growth, with independent Weibull stages of slopes $\beta_1,\beta_2$ and scales $\eta_1,\eta_2$. Their cumulative hazards are $H_i(t)=(t/\eta_i)^{\beta_i}$, $h_1=dH_1/dt$, and $B=\beta_1+\beta_2$. When both hazards are small, $F(t)=P(T\le t)$ approaches $L=CH_1H_2$ with the gamma-function factor $C$ of (4). The first relative deficit is $\delta=1-F/L\simeq c_1H_1+c_2H_2$. At every time $F$ lies between $L\,e^{-H_1}g(H_2)$ and $L$, where $g(x)=(1-e^{-x})/x$. The lifetime estimate is $t_L=\eta_{\rm eff}q^{1/B}$.

### A chip at use conditions

Consider a logic chip with a high-k metal-gate stack, a total gate area of 0.1 cm², constant use voltage and a temperature of 398 K. Take $\beta_1=1.2$ and $\eta_1=2000$ years for the first onset anywhere on the chip, and $\beta_2=0.9$ and $\eta_2=100$ years for growth. These are round model values. The slopes add to $B=2.1$, and

$$C=\frac{1.1018\times0.9618}{2.1976}=0.482 .$$

At ten years,

$$H_1=(10/2000)^{1.2}=1.733\times10^{-3},\qquad H_2=(10/100)^{0.9}=0.1259,$$

$$L=0.4822\times1.733\times10^{-3}\times0.1259=1.05\times10^{-4},$$

or 105 ppm. Direct integration gives 101 ppm, and the lower bound is 99 ppm. With $c_1=0.336$ and $c_2=0.319$, the predicted deficit is $0.0006+0.0402=4.1\%$ of $L$; the computed one is 4.0%. Nearly all of it comes from growth, whose hazard is the larger of the two.

Onset alone has reached 1731 ppm of the chips by then. If the first spot counted as failure, the result would be about 17 times the fraction that has finally failed.

For a target of 100 ppm, (9) gives $\eta_{\rm eff}=784$ years and

$$t_L=784\times(10^{-4})^{1/2.1}=9.76\ \text{years}.$$

The full integral gives 9.95 years. Equation (10), with the predicted deficit of 4.08% at ten years, raises the estimate by $4.08\%/2.1=1.9\%$, also to 9.95 years. Counting onset as failure would give 0.93 years, so in this model the growth stage lengthens the 100 ppm lifetime by a factor of 10.7. The true 63.2% life is 2109 years, far from $\eta_{\rm eff}$. The numerical output lists these values with more digits.

For independent Weibull stages, the early failure fraction follows a power law whose slope is the sum of the two stage slopes, with known bounds and corrections; in the example chip this gives a 100 ppm lifetime of 9.95 years. What remains is to evaluate the model outside the early region, and to examine the measured slope, dependence between the stages, several spots, gate area and the neglected effects.
